# Undercut and Cavity Profile after Isotropic Etching through a Narrow Slit

## Problem

A flat, homogeneous material is covered by a thin mask with one long straight slit of width \(w=1.0\ \mu\text{m}\). Neutral reactive particles from a low-pressure plasma enter through the slit and etch the material, while the mask does not react. The etching is isotropic: an exposed surface recedes along its own normal at a rate \(R\) that does not depend on its orientation. On open area \(R=0.50\ \mu\text{m/min}\), and the etching lasts \(t=10\) min. These are round model values.

(a) Assume that the rate is \(R\) everywhere on the exposed surface. Find the cross-section of the cavity and the undercut, which is the distance the cavity extends under the mask beyond each slit edge.

(b) Find the area of the cross-section and the length of its etched wall.

(c) The etchant must pass through a slit much narrower than the cavity. Under what condition may the rate still be taken as constant?

Let \(x\) be the horizontal distance from the slit centre and \(y\) the depth below the underside of the mask. The slit is the segment \(|x|\le w/2\), \(y=0\). It is long enough for the problem to be two-dimensional.

## First estimate by scaling

With a constant rate, the problem contains two lengths, the slit width \(w\) and the etched distance

\[
d=Rt=0.50\times 10=5.0\ \mu\text{m}.
\]

Their ratio is \(d/w=5\). Seen from the distance \(d\), the slit is nearly a line. Etching that starts from a line and proceeds equally fast in all directions produces a half-cylinder, so the cross-section should be close to a half-circle of radius \(d\) about the slit centre. This gives

- a depth of \(5.0\ \mu\text{m}\) and a full width under the mask of \(2d=10\ \mu\text{m}\);
- an undercut of \(d-w/2=4.5\ \mu\text{m}\), since it is counted from the slit edge;
- an area \(\pi d^2/2\approx 39.3\ \mu\text{m}^2\) and a wall length \(\pi d\approx 15.7\ \mu\text{m}\).

For the supply, compare the reactive wall with the opening. Their ratio is about \(\pi d/w\approx 16\), so a particle may be expected to strike the wall some 16 times before it finds the slit again. If it reacts with probability \(s\) at each hit, the supply should suffice when \(16s\) is small compared with one.

## Exact solution for a constant rate

**The front.** In a short time \(dt\), a surface receding at the rate \(R\) loses all material within the distance \(R\,dt\) of it, and none farther away. The same rule describes the slit edge, where material is exposed to attack both downward and sideways under the mask. Two statements follow.

First, no material farther than \(Rt\) from the slit has been removed at time \(t\). Each interval extends the cavity by at most \(R\,dt\), and these steps add up to at most \(Rt\).

Second, all material within \(Rt\) of the slit has been removed. Join a material point to its nearest slit point by a straight segment. The segment does not cross the mask, because slit and material both lie in the half-plane \(y\ge 0\). In each interval at least the next length \(R\,dt\) of the segment is removed, so the point is reached no later than its distance divided by \(R\).

The cavity therefore consists of all points with \(y\ge0\) whose distance from the slit is at most \(d=Rt\).

**The profile.** For a point below the slit, \(|x|\le w/2\), the nearest slit point lies straight above it and the distance is \(y\). For a point under the mask, \(|x|>w/2\), the nearest slit point is the closer edge, at horizontal distance \(|x|-w/2\). Setting the distance equal to \(d\) gives the wall:

\[
y=d \quad (|x|\le w/2),
\]

\[
\left(|x|-\tfrac{w}{2}\right)^2+y^2=d^2 \quad (|x|>w/2).
\]

This is a flat bottom of width \(w\) joined to two quarter-circles, each centred on a mask edge. Solving the second equation for \(|x|\), with the positive root because \(|x|-w/2>0\), gives the half-width at depth \(y\):

\[
X(y)=\frac{w}{2}+\sqrt{d^2-y^2}.
\]

**The undercut.** At the mask, \(y=0\) and \(X(0)=w/2+d\). The undercut on each side is

\[
u=X(0)-\frac{w}{2}=d=5.0\ \mu\text{m}.
\]

It equals the depth for any slit width. The full width under the mask is \(w+2d=1+10=11\ \mu\text{m}\). The slope

\[
\frac{dX}{dy}=-\frac{y}{\sqrt{d^2-y^2}}
\]

vanishes at \(y=0\), so the wall meets the mask at a right angle.

The profile at several depths is:

| \(y\) (µm) | \(\sqrt{d^2-y^2}\) (µm) | \(X\) (µm) |
|---|---|---|
| 0 | 5.00 | 5.50 |
| 1 | 4.90 | 5.40 |
| 2 | 4.58 | 5.08 |
| 3 | 4.00 | 4.50 |
| 4 | 3.00 | 3.50 |
| 5 | 0 | 0.50 |

The upper wall is steep: over the first 2 µm of depth the half-width shrinks by about 0.4 µm. Most of the narrowing takes place near the bottom.

**Area and wall length.** The full width at depth \(y\) is \(2X(y)\), so

\[
A=2\int_0^d\left(\frac{w}{2}+\sqrt{d^2-y^2}\right)dy
= wd+2\int_0^d\sqrt{d^2-y^2}\,dy .
\]

With \(y=d\sin\varphi\), both \(dy\) and the root contribute a factor \(d\cos\varphi\), and the remaining integral becomes

\[
\int_0^d\sqrt{d^2-y^2}\,dy
=d^2\int_0^{\pi/2}\cos^2\varphi\,d\varphi=\frac{\pi d^2}{4}.
\]

Hence

\[
A=wd+\frac{\pi d^2}{2}=5.0+39.27=44.3\ \mu\text{m}^2 .
\]

The etched wall consists of the flat bottom and two quarter-circles of length \(\pi d/2\) each:

\[
P=w+\pi d=1.0+15.71=16.7\ \mu\text{m}.
\]

The two results are consistent. Differentiating the area gives \(dA/dd=w+\pi d=P\), as it must, since a layer of thickness \(dd\) is removed along the whole wall.

## When the rate may be taken as constant

Let the gas be so dilute that particles collide with walls and not with one another on the scale of the cavity. Let the gas outside be isotropic, with \(\Gamma_0\) particles striking unit area per unit time. Particles that do not react leave a surface in random directions according to the cosine law, the same angular distribution with which an isotropic gas crosses an opening. The mask is much thinner than the slit is wide, and its underside re-emits every particle. The front moves much more slowly than the particles, so the gas is steady at each stage, and the local etch rate is proportional to the local flux.

**No loss.** Take first the limit \(s\to0\) for the gas. Suppose that every surface in the cavity emits the flux \(\Gamma_0\) with the cosine law. A wall element then receives the same intensity from every direction, whether that direction leads to the slit or to another surface. It therefore receives \(\Gamma_0\), and re-emits \(\Gamma_0\), as supposed. This is the steady state: the flux on the wall equals that on open area, however narrow the slit. A small opening admits few particles, but it also lets few escape.

**Small loss.** Per unit length of slit and unit time, \(\Gamma_0w\) particles enter, and in the lossless state \(\Gamma_0P\) hits occur on the etched wall. The mean number of wall hits per entering particle is their ratio,

\[
\langle N\rangle=\frac{\Gamma_0P}{\Gamma_0w}=\frac{P}{w}=1+\frac{\pi d}{w}=16.7 .
\]

A particle whose path would contain \(N\) hits survives them all with probability \((1-s)^N\approx 1-sN\). To first order in \(s\), the fraction of entrants that react is therefore \(sP/w\). The condition for a constant rate is

\[
\frac{sP}{w}=s\left(1+\frac{\pi d}{w}\right)\ll1 .
\]

It becomes harder to satisfy as the cavity grows.

The condition also relies on a mask that destroys no particles. The mask underside over the cavity has total length \(2d\), so in the lossless state it receives \(2d/w=10\) hits per entering particle. If each of these hits removes a particle with probability \(g\), for example by recombination, then \(2gd/w\ll1\) is required as well.

**Size of the reduction.** Suppose that repeated reflections mix the gas, so that one flux \(\Gamma\) strikes the whole wall and also leaves through the slit. Entering particles either leave or react:

\[
\Gamma_0w=\Gamma w+s\Gamma P
\quad\Longrightarrow\quad
\frac{\Gamma}{\Gamma_0}\approx\frac{1}{1+sP/w}.
\]

This is an estimate of the flux averaged over the wall of a deep cavity. Local values can differ from it, by about 10% for \(s=0.1\), and at fixed \(s\) this spread does not disappear with depth. The estimate is not suited to the start of etching. Particles leaving the flat bottom then do not return, and the flux on the bottom is simply \(\Gamma_0\) for any \(s\). The small rounded sides under the mask are partly shadowed even then: the flux beside the mask falls short of \(\Gamma_0\) by a fraction of about \(2s\) for small \(s\), so \(u=d\) still needs \(s\ll1\).

The local flux follows from a numerical balance. The boundary of the cavity found above is divided into narrow strips, the fraction of particles passing from each strip to every other is computed from the cosine law, and the resulting linear equations are solved. The entry "beside mask" is the average over the first 0.08 µm of wall below the mask. The flux changes quickly there, and at the corner itself it is slightly lower: 0.851 for \(s=0.01\) and 0.337 for \(s=0.1\). At \(d=5w\), the values of \(\Gamma/\Gamma_0\) are:

| \(s\) | \(sP/w\) | mixed | bottom centre | beside mask |
|---|---|---|---|---|
| 0.001 | 0.017 | 0.984 | 0.985 | 0.983 |
| 0.01 | 0.17 | 0.857 | 0.868 | 0.852 |
| 0.1 | 1.67 | 0.374 | 0.411 | 0.340 |

For \(s=0.001\), the rate at the end is less than 2% below its open-area value. The lowest wall flux is \(0.995\,\Gamma_0\) at \(d=1\ \mu\text{m}\), \(0.989\,\Gamma_0\) at \(3\ \mu\text{m}\) and \(0.983\,\Gamma_0\) at \(5\ \mu\text{m}\), so the loss was smaller at the earlier depths. The constant-rate profile is then a good description.

For \(s=0.1\), the first-order fraction \(sP/w\) exceeds one. A fraction cannot do so, which shows that the expansion has failed. In a cavity of the ideal shape, the bottom would now etch at \(0.411R\approx0.21\ \mu\text{m/min}\) and the wall beside the mask at \(0.340R\approx0.17\ \mu\text{m/min}\). Undercutting would be slower than deepening, and \(u=d\) would cease to hold. One contribution to this difference is geometric: the bottom faces the slit and receives some particles directly, whereas the wall next to the mask sees the slit edge-on. The figures diagnose the failure of the assumption; they do not give the altered profile, which would require following the front with the changing flux.

## Comparison of the estimate and the solution

| Quantity | Half-circle | Constant-rate solution |
|---|---|---|
| undercut (µm) | 4.5 | 5.0 |
| full width (µm) | 10 | 11 |
| area (µm²) | 39.3 | 44.3 |
| wall length (µm) | 15.7 | 16.7 |

Relative to the solution, the estimate is low by 10% in undercut, 9% in width, 11% in area and 6% in wall length. All four differences have one origin. The half-circle has half-width \(\sqrt{d^2-y^2}\), and the solution adds \(w/2\) at every depth. The true cavity is the half-circle cut along its vertical axis and pulled apart by \(w\), with a rectangle of area \(wd\) filling the gap.

For \(d\gg w\) the rectangle becomes unimportant and the relative errors vanish. In the opposite limit, \(d\ll w\), the rectangle dominates: the cavity is a shallow flat-bottomed trench with small rounded sides, and \(A\approx wd\). The two parts of the area are equal when \(wd=\pi d^2/2\), that is, at \(d=2w/\pi\approx0.64w\). The half-circle is thus useful at \(d=5w\) but not at the start of etching. The relation \(u=d\) holds in both limits, provided the rate is constant.

The solution also sets a limit on neighbouring slits. Two equal parallel cavities meet under the mask when their slit centres are \(w+2d\) apart, here 11 µm. With a smaller spacing and a constant rate they merge before the 10 minutes are over, and the mask strip between them loses its support. When the supply is depleted the local rate is below \(R\) and the cavities are narrower, so \(w+2d\) is then an upper bound on the spacing at which they meet.
